\section*{Emittance growth from space-charge field energy in a round ion beam, part 2}

Can the emittance measured at the entrance of an ion implanter's lens channel be kept to the exit? The answer depends on how the charge is distributed across the beam.

The beam is continuous, centred and round, without collisions or ion losses. Its ions have charge $q$, mass $m$ and common axial speed $v$, much smaller than the speed of light; $\lambda$ is the charge per length. SI units are used, and 1 mm mrad is $10^{-6}$ m. A prime on a coordinate or beam size means $d/dz$ along the beam, and angle brackets average over the ions in a slice moving with it. With linear focusing of strength $k(z)$, equal in both planes, and self-field $\mathbf E$,
\begin{equation}
x''=-k(z)\,x+\frac{q}{mv^2}E_x ,
\label{eq:motion}
\end{equation}
and the squared rms emittance is
\begin{equation}
\varepsilon^2=\langle x^2\rangle\langle x'^2\rangle-\langle xx'\rangle^2 .
\label{eq:emit}
\end{equation}

The perveance is $K=q\lambda/(2\pi\varepsilon_0mv^2)$ and the rms size is $X=\sqrt{\langle x^2\rangle}$. The charge density is $\rho(r)$, and $F(r)$ is the fraction of charge inside radius $r$. A conducting wall of radius $R$ surrounds all ions.

The equivalent uniform beam, marked by the subscript $u$, has the same $\lambda$ and $X$, and radius $a=2X$, so $a^2=2\langle r^2\rangle$. The field energy per length is $W$ for the real beam and, for the equivalent one,
$$W_u=\frac{\lambda^2}{4\pi\varepsilon_0}\left[\frac14+\ln\frac Ra\right].$$
The nonlinear field energy is $U=(W-W_u)/w_0$, with $w_0=\lambda^2/(16\pi\varepsilon_0)$.

The first half established the energy theorem $dW/dz=-\lambda\langle r'E_r\rangle$, the universal average $\langle xE_x\rangle=\lambda/(8\pi\varepsilon_0)$, and
\begin{equation}
\frac{d\varepsilon^2}{dz}=-\frac K8X^2\frac{dU}{dz}.
\label{eq:again}
\end{equation}
This requires linear external focusing. A nonlinear external acceleration $f$ in \eqref{eq:motion} would add $2[\langle x^2\rangle\langle x'f\rangle-\langle xx'\rangle\langle xf\rangle]$ to $d\varepsilon^2/dz$, which need not vanish.

\subsection{Values of $U$ for simple profiles}

With $E_r=\lambda F/(2\pi\varepsilon_0r)$ the energy is $W=(\lambda^2/4\pi\varepsilon_0)\int_0^RF^2dr/r$. Subtracting $W_u$ and dividing by $w_0$ gives
\begin{equation}
U=4\left[\int_0^R\frac{F^2}{r}\,dr-\frac14-\ln\frac Ra\right].
\label{eq:Uformula}
\end{equation}
Outside the ions $F=1$, so moving the wall changes the integral and the logarithm equally. Stretching the beam at fixed shape also leaves $U$ unchanged. It depends on shape alone.

\emph{Parabolic density.} Let $\rho\propto1-s$ with $s=r^2/b^2\le1$. Then $F=2s-s^2$, and with $dr/r=ds/(2s)$ the integral up to $b$ is $\frac12\int_0^1(4s-4s^2+s^3)\,ds=11/24$. The mean of $s$ is $\int_0^1s(2-2s)\,ds=1/3$, so $a^2=2\langle r^2\rangle=2b^2/3$. Hence $U=5/6+2\ln(2/3)=0.0224$.

\emph{Hollow density.} For $\rho\propto s$, $F=s^2$. The integral is $1/8$, the mean of $s$ is $2/3$, and $a^2=4b^2/3$. Hence $U=-1/2+2\ln(4/3)=0.0754$.

\emph{Gaussian density.} Let the standard deviation be $\sigma$ in each plane, so $a=2\sigma$. With $t=r^2/(2\sigma^2)$ one has $F=1-e^{-t}$ and $dr/r=dt/(2t)$. Expand
\begin{equation}
(1-e^{-t})^2=2(1-e^{-t})-(1-e^{-2t}).
\end{equation}
Integration by parts gives, for large $T$,
\begin{equation}
\int_0^T\frac{1-e^{-t}}t\,dt\to\ln T-\int_0^\infty e^{-t}\ln t\,dt=\ln T+\gamma_E ,
\end{equation}
where $\gamma_E=0.5772$ is Euler's constant. Substituting $2t$ for $t$ in the second piece, and with $T=R^2/(2\sigma^2)=2R^2/a^2$,
\begin{equation}
\int_0^R\frac{F^2}r\,dr=\frac12\left[2(\ln T+\gamma_E)-(\ln2T+\gamma_E)\right]
=\ln\frac Ra+\frac{\gamma_E}2 .
\end{equation}
Therefore $U=2\gamma_E-1=0.1544$. Direct quadrature gives the same three values to the digits shown.

\subsection{The uniform beam has the least energy}

Place the wall outside both the real and the equivalent beam. Then
\begin{equation}
W-W_u=\frac{\varepsilon_0}2\int|\mathbf E-\mathbf E_u|^2dA
+\varepsilon_0\int\mathbf E_u\cdot(\mathbf E-\mathbf E_u)\,dA .
\end{equation}
Write $\mathbf E_u=-\nabla\phi_u$ and integrate the last term by parts. At the wall both fields are equal, since the charges are equal, so the boundary term vanishes. What remains is $\int\phi_u(\rho-\rho_u)\,dA$. With its zero at $r=a$, the potential is
\begin{equation}
\phi_u=-\frac{\lambda}{4\pi\varepsilon_0}
\begin{cases}r^2/a^2-1,&r\le a,\\ \ln(r^2/a^2),&r>a.\end{cases}
\end{equation}
Let $p(r)$ be the upper expression continued to all $r$. Because $\ln s\le s-1$, $\phi_u\ge p$ everywhere, with equality inside $a$. The integral $\int p\rho\,dA$ depends on the charge and on $\langle r^2\rangle$ alone, and these agree for the two beams. So
\begin{equation}
\int\phi_u\rho\,dA\ge\int p\rho\,dA=\int p\rho_u\,dA=\int\phi_u\rho_u\,dA .
\end{equation}
Both parts of $W-W_u$ are non-negative, and $U\ge0$. Equality requires $\mathbf E=\mathbf E_u$, which means uniform density. Among 300 random positive profiles, the lowest value found was $U=0.0106$.

\subsection{A ceiling at constant size}

If $X$ is constant, \eqref{eq:again} integrates at once. A beam that starts with $\varepsilon_i$ and $U_i$ satisfies
\begin{equation}
\varepsilon^2=\varepsilon_i^2+\frac K8X^2(U_i-U)\le\varepsilon_i^2+\frac K8X^2U_i .
\label{eq:ceiling}
\end{equation}
The ceiling is reached if the density becomes uniform. When $X$ oscillates it is an estimate and no longer a bound: $U$ may fall while the beam is wide and recover while it is narrow, which leaves a net gain.

At constant size $\langle xx'\rangle=0$ and $\varepsilon^2=X^2\langle x'^2\rangle$. Define an effective transverse temperature, in energy units, as $\Theta=mv^2\langle x'^2\rangle$. Equation \eqref{eq:ceiling} becomes
\begin{equation}
\Theta-\Theta_i=\frac{mv^2K}8(U_i-U)=\frac{q\lambda}{16\pi\varepsilon_0}(U_i-U).
\end{equation}
The right side is the released field energy per ion, $qw_0(U_i-U)/\lambda$. The left side is the gain in kinetic energy, one half of $\Theta-\Theta_i$ in each of two planes. Emittance growth at constant size is this gain. It need not be heat: $\Theta$ also counts ordered radial flow, and in a cold beam released from rest the gain begins as such flow.

\subsection{Which focusing keeps the size constant}

From $X^2=\langle x^2\rangle$ follow $XX'=\langle xx'\rangle$ and $X'^2+XX''=\langle x'^2\rangle+\langle xx''\rangle$. The equation of motion and the universal average give $\langle xx''\rangle=-kX^2+K/4$. Since $\langle x'^2\rangle-X'^2=\varepsilon^2/X^2$,
\begin{equation}
X''+kX-\frac K{4X}-\frac{\varepsilon^2}{X^3}=0 .
\label{eq:envelope}
\end{equation}
A beam starting with $X'=0$ is matched if $k=K/(4X^2)+\varepsilon^2/X^4$. If $k$ stays fixed while $\varepsilon$ grows, the emittance term exceeds its matched value and pushes $X$ outward.

\subsection{How long the release takes}

Consider a cold matched beam, $k=K/a^2$, made of cylindrical shells that do not cross. A shell enclosing the fraction $F_0$ obeys $r''=-kr+KF_0/r$ and is in balance at $r_0^2=KF_0/k$. This is $F_0\propto r_0^2$, the uniform density. A small displacement $\xi$ obeys
\begin{equation}
\xi''=-\left(k+\frac{KF_0}{r_0^2}\right)\xi=-2k\,\xi=-\frac{2K}{a^2}\xi .
\end{equation}
All shells have the same wavenumber. Released from rest, they pass through the uniform arrangement together after a quarter of the plasma wavelength,
\begin{equation}
\ell=\frac\pi2\frac a{\sqrt{2K}} .
\label{eq:quarter}
\end{equation}
For a Gaussian the displacements in the tail are not small, so $\ell$ is then an estimate.

\subsection{A 20 keV boron beam}

Take singly charged boron of mass 11 u at 20 keV and 2 mA, with $X=5$ mm and $\varepsilon_i=10$ mm mrad, in a channel 1 m long. The initial profile is Gaussian. The speed is $5.923\times10^5$ m/s and $\lambda=3.376$ nC/m, so
\begin{equation}
K=1.517\times10^{-3}.
\end{equation}
Matching requires $k=15.33\ \mathrm{m^{-2}}$, of which 99\,\% balances space charge. The ceiling follows from
\begin{align}
\frac K8X^2U_i&=\frac{1.517\times10^{-3}\,(5\times10^{-3}\,\mathrm m)^2\,(0.1544)}8
=7.32\times10^{-10}\,\mathrm{m^2},\\
\varepsilon_f&=\sqrt{(1.00+7.32)\times10^{-10}}\ \mathrm m=28.8\ \mathrm{mm\,mrad}.
\end{align}
In energy terms, the transverse motion starts with 0.16 eV per ion and can gain up to 1.17 eV at constant size. An energy of about one part in 17\,000 of the beam energy nearly triples the emittance.

The relation was tested by tracking 20\,000 charged shells in their own field, with $k$ fixed at its initial matched value. The emittance came from positions and slopes, the energy from the shell radii. The largest difference between the tracked $\varepsilon^2$ and the integral of \eqref{eq:again}, relative to the largest change of $\varepsilon^2$, was $7\times10^{-6}$.

The nonlinear energy fell from 0.1544 to a first minimum of about 0.001 near $z=0.30$ m; equation \eqref{eq:quarter} gives 0.285 m. There the emittance peaked at 28.8 mm mrad. At the exit $U$ had risen again to 0.024 and the emittance was down to 26.7 mm mrad, an instance of the reverse exchange. The rms size stayed between 5.00 and 5.32 mm. The ratio $\varepsilon/X$, the rms angular spread left after removal of the common convergence, rose from $0.115^\circ$ to $0.298^\circ$.

\emph{Varying size.} With $k$ multiplied by $1+0.6\sin(2\pi z/0.7\,\mathrm m)$ and 5000 shells, $X$ ranged from 3.78 to 7.75 mm. The relative difference was again $7\times10^{-6}$, so a constant size is not needed for \eqref{eq:again}.

\emph{Nonlinear lens.} Adding the external acceleration $-0.3k(r^2/a^2)x$ to the constant focusing raised the difference to 0.40. The relation fails there, as the extra term found in the first half implies.

\subsection{The model beside a real beam line}

The energy, current, size and channel length are round values chosen for illustration. One assumption that real beam lines can break strongly is the absence of electrons. In field-free drifts and magnets, electrons from the residual gas collect in the beam and cancel most of its charge. If they cancel a constant fraction $f$ of the ion density at every point, the self-force is multiplied by $1-f$. The derivation then holds with $K$ replaced by $(1-f)K$ and $U$ computed from the ions. For $f=0.9$, at the same size and with the focusing rematched, the ceiling drops from 28.8 to
\begin{equation}
\sqrt{(1.00+0.73)\times10^{-10}}\ \mathrm m=13.2\ \mathrm{mm\,mrad},
\end{equation}
and $\ell$, an estimate for a cold beam, grows by the factor $1/\sqrt{0.1}$ to 0.90 m. The remaining thermal motion makes the actual release somewhat slower. Electrostatic lenses sweep electrons out. The example therefore has such lenses in mind, but replaces them by ideal linear focusing.

Near the axis, electrostatic quadrupoles of alternating sign can supply this focusing. Let $x''=-g\cos(\eta z)\,x$ with period $2\pi/\eta=10$ cm. The fast part of the motion is $(g/\eta^2)\cos(\eta z)$ times the slow part. Its product with the force averages to a slow focusing $k=g^2/(2\eta^2)$. For the required $k$, $g=\eta\sqrt{2k}=348\ \mathrm{m^{-2}}$. The phase advance per period, computed without smoothing or space charge, is 1.006 times the smoothed value. The ripple $g/\eta^2$ is 8.8\,\%, with opposite sign in the two planes, so the real cross-section is alternately elliptical. The effect of this on the emittance is not calculated here.

Farther out the averaged focusing is not linear. A potential that varies as $\cos(\eta z)$ must obey Laplace's equation, which adds an axial field and radial terms of higher order. Without space charge, an ion whose slow oscillation, ripple removed, has an amplitude of 10 mm meets an averaged $k$ about 40\,\% larger than near the axis if it moves in a plane of the quadrupoles, and between 10 and 15\,\% larger if it moves along a diagonal. This is comparable with the nonlinear lens tested above, for which \eqref{eq:again} fails. The tracked emittances therefore belong to the ideal linear channel. They do not predict the exit value for this quadrupole channel, where the nonlinear focusing can itself make the emittance grow, and the ceiling \eqref{eq:ceiling} does not apply there.

The quadrupole potential also changes the axial motion. At $r=a$ the ion energy shifts by the fraction $ga^2=3.5\,\%$ and the speed by half of that. The line of the numerical output labelled as an energy change, 1.74\,\%, is this change of speed; the energy change is twice as large. It grows slightly faster than $r^2$ and reaches about 22\,\% at 23 mm, the largest tracked radius, so a common axial speed is a poor assumption for the far tail. The field at 30 mm would be 4.2 kV/cm if it grew linearly from the axis, as in the numerical output; with the higher radial terms it is about 7 kV/cm, still below the rough tens of kV/cm that clean vacuum gaps of centimetre size withstand.

The remaining effects are smaller. For the equivalent uniform beam, the potential difference from the axis to a wall at 30 mm is 97 V, or 0.5\,\% of the ion energy in volts. The magnetic self-force is $4\times10^{-6}$ of the electric one. The Coulomb energy of two ions at their mean spacing is $4\times10^{-4}$ of the initial temperature, which supports the mean field. At $10^{-5}$ Torr and 300 K, with a rough cross-section of $10^{-15}\ \mathrm{cm^2}$, slow gas ions add about 1\,\% to the beam charge if only the roughly 30 V between axis and beam edge drive them out, and less where the stronger lens field does so too; charge exchange neutralizes about 3\,\% of the ions in one metre. The latter matters for dosimetry, since a neutralized ion that reaches the wafer is implanted but carries no charge to be counted.

For the decision at the start, two comparisons serve as a guide in a matched section with linear focusing: $KX^2U_i/8$ with $\varepsilon_i^2$, and $\ell$ with the length of the section. For this beam without electrons the first ratio is 7.3 and the section is 3.5 times $\ell$, so the entrance emittance may not be kept. In a matched section much shorter than $\ell$, most of the nonlinear energy of an initially cold beam is still unreleased at the exit. This alone does not allow the emittance to be kept when the first ratio is large: for this beam about 9\,\% of $U_i$ is released by $z=0.2\,\ell$, which already raises the emittance from 10 to about 13 mm mrad.

\section*{Values computed for the example and the checks}
\begin{verbatim}
U, uniform: 0.0000
U, parabolic: 0.0224
U, hollow (density ~ r^2): 0.0754
U, Gaussian: 0.1544
U, Gaussian, closed form: 0.1544
lowest U of 300 random profiles: 0.0106
energy theorem, slope / work: 1.000000
ion energy: 20 keV, current: 2 mA
ion mass: 11 u, speed: 5.923e+05 m/s
line charge: 3.376 nC/m
perveance K: 1.5173e-03
rms size: 5.0 mm, equivalent radius: 10.0 mm
channel length: 1.0 m, wall radius: 30 mm
matched focusing k: 15.33 1/m^2
space-charge share of k: 0.9896
initial rms emittance: 10.0 mm mrad
free field energy per ion: 1.172 eV
initial transverse temperature: 0.160 eV
emittance ceiling: 28.85 mm mrad
tracked emittance, peak: 28.81 mm mrad
tracked emittance at exit: 26.68 mm mrad
exit emittance from x alone: 26.61 mm mrad
tracked U: start 0.1544, first minimum 0.0011
tracked U at exit: 0.0245
first minimum of U at: 0.297 m
emittance at that place: 28.81 mm mrad
quarter plasma wavelength: 0.285 m
rms size range: 5.00 to 5.32 mm
largest tracked radius: 23.0 mm
eps/X at start: 0.115 deg
eps/X at exit: 0.298 deg
relation gap, constant focusing: 6.9e-06
relation gap, varying focusing: 6.6e-06
rms size range there: 3.78 to 7.75 mm
relation gap, cubic external force: 0.40
ceiling, 90 % compensated: 13.16 mm mrad
quadrupole period: 10 cm, ripple: 8.8 %
phase advance, true / smoothed: 1.0062
quadrupole field at 30 mm: 4.18 kV/cm
energy change in lens at r = a: 1.74 %
beam potential, axis to wall: 97.0 V
same / ion energy: 0.49 %
magnetic / electric self-force: 3.9e-06
gas: 1e-05 Torr, 300 K
rough cross-section: 1e-15 cm^2
slow-ion charge / beam charge: 1.32 %
charge exchange in channel: 3.22 %
ion-ion coupling / temperature: 3.7e-04
\end{verbatim}
